# Pair-natural-orbital truncation: the 3/8 law and its finite-basis correction

## The decision: which power, and which limit?

A local correlation calculation gives two energies, one with pair natural orbitals kept down to occupation $10T$ and one down to $T$. To extrapolate them, one must choose a power $p$ in

$$E(T)=E_{\rm lim}+C\,T^p .$$

Subtracting the two energies gives $E(10T)-E(T)=CT^p(10^p-1)$, so

$$E_{\rm lim}=E(T)-\frac{E(10T)-E(T)}{10^p-1}.\tag{1}$$

The multiplier $1/(10^p-1)$ is $0.729$ for $p=3/8$ and $0.462$ for $p=1/2$. The power also sets the cost of accuracy: a tenfold smaller error needs a threshold smaller by $10^{8/3}\approx464$ under the first law, but by $100$ under the second.

The choice depends on the limit sought. For a singlet pair, the power $3/8$ belongs to truncation of a complete orbital space. Inside a finite basis the error is measured from the energy of that basis, and the effective power changes.

## Pair function, occupations and energy

Hartree atomic units are used. Consider a singlet pair with a real, symmetric spatial function $\Psi(\mathbf r_1,\mathbf r_2)$ and a normalized reference $\Phi_0$, with $\langle\Phi_0|\Psi\rangle=1$. The natural expansion is

$$\Psi=\sum_p c_p\,\varphi_p(\mathbf r_1)\varphi_p(\mathbf r_2),\qquad n_p=2c_p^2 .$$

The factor 2 counts both spins. Dividing by $\langle\Psi|\Psi\rangle$ would give occupations that sum to two; this multiplies every threshold by one constant and leaves all exponents unchanged.

Let $H=H_0+1/r_{12}$, $H\Psi=E\Psi$ and $H_0\Phi_0=E_0\Phi_0$. Projecting the first equation on $\Phi_0$ gives

$$E-E_0=\Big\langle\Phi_0\Big|\frac1{r_{12}}\Big|\Psi\Big\rangle=\sum_p c_pK_p,\quad
K_p=\Big\langle\Phi_0\Big|\frac1{r_{12}}\Big|\varphi_p\varphi_p\Big\rangle .\tag{2}$$

The truncation error $\Delta E(T)$ is the rise of this sum when all terms with $n_p<T$ are dropped. It is an error of the projective energy with the other amplitudes held fixed.

## The scaling estimate

If $n_p\sim p^{-8/3}$, the number of orbitals above $T$ follows from $N^{-8/3}\sim T$, so $N\sim T^{-3/8}$. If the energy error falls as $1/N$, then

$$\Delta E\sim N^{-1}\sim T^{3/8}.$$

Both input laws come from the electron cusp. Deriving them together also gives the prefactor, which is needed to see when a finite basis interferes.

## The cusp in phase space

Define $\rho_0(\mathbf r)=\Phi_0(\mathbf r,\mathbf r)$ and $g(\mathbf r)=\Psi(\mathbf r,\mathbf r)$, both assumed positive, smooth and decaying. The singlet cusp condition says that near coalescence

$$\Psi\simeq g\left(1+\tfrac12r_{12}\right).$$

Regard $\Psi(\mathbf r_1,\mathbf r_2)$ as the kernel of an integral operator. Its eigenvalues are the $c_p$. Small eigenvalues belong to rapidly oscillating orbitals, which respond to the least smooth part of the kernel, $\tfrac12g\,r_{12}$.

The Fourier transform of $1/r$ is $4\pi/k^2$. Since $\nabla^2r=2/r$, the transform $F(k)$ of $r$ obeys $-k^2F=8\pi/k^2$ for $k\ne0$, so $F=-8\pi/k^4$. On a wave of momentum $\mathbf k$ near $\mathbf r$, the amplitude operator and the Coulomb kernel weighted by $\Phi_0$ therefore act as

$$a(\mathbf r,k)=-\frac{4\pi g(\mathbf r)}{k^4},\qquad
b(\mathbf r,k)=\frac{4\pi\rho_0(\mathbf r)}{k^2}.\tag{3}$$

The negative sign of $a$ means that these orbitals keep the electrons apart. This is a leading-order semiclassical description: $g$ and $\rho_0$ must vary little over a wavelength. What follows is an asymptotic derivation, not a proof with error bounds.

**Counting.** An orbital is kept if $2a^2\ge T$, that is, if $4\pi g/k^4\ge\sqrt{T/2}$. This means $k\le\kappa(\mathbf r)$, where

$$\kappa(\mathbf r)=\left[\frac{4\pi g(\mathbf r)}{\sqrt{T/2}}\right]^{1/4}.\tag{4}$$

One spatial orbital occupies a phase-space volume $(2\pi)^3$, so

$$N(T)=\int\! d^3r\,\frac{1}{(2\pi)^3}\frac{4\pi\kappa^3}{3}
=\frac1{6\pi^2}\int\!\kappa^3\,d^3r .$$

Inserting $\kappa^3=(4\pi g)^{3/4}(2/T)^{3/8}$ gives

$$N(T)=\frac{(4\pi)^{3/4}}{6\pi^2}\left(\frac2T\right)^{3/8}I_g,\qquad I_g=\int g^{3/4}d^3r .\tag{5}$$

Setting $N=p$ and $T=n_p$ and solving for $n_p$ yields the occupation law $n_p\propto p^{-8/3}$.

**Energy.** The discarded part of $\sum_pc_pK_p$ is the integral of $ab=-16\pi^2\rho_0g/k^6$ over $k>\kappa$. It is negative, so discarding it raises the energy by

$$\Delta E=\int\! d^3r\,\frac{4\pi}{(2\pi)^3}\int_\kappa^\infty\! k^2\,\frac{16\pi^2\rho_0g}{k^6}\,dk
=8\int\!\rho_0g\int_\kappa^\infty\!\frac{dk}{k^4}\,d^3r .$$

The inner integral is $1/(3\kappa^3)$. With $\kappa^{-3}=(4\pi g)^{-3/4}(T/2)^{3/8}$,

$$\Delta E(T)=\frac{8}{3(4\pi)^{3/4}}\left(\frac T2\right)^{3/8}I_E,\qquad
I_E=\int\rho_0g^{1/4}d^3r .\tag{6}$$

Multiplying (5) by (6) cancels both the threshold and the factors $(4\pi)^{3/4}$:

$$N\,\Delta E=\frac{4}{9\pi^2}I_gI_E .\tag{7}$$

This is the $1/N$ law with its constant. The law needs $g\ne0$. For a triplet pair $g$ vanishes identically, the prefactor is zero, and a weaker singularity must be analysed instead.

## A pair whose wave function is known

Take two electrons in a harmonic trap with $\omega=1/2$. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, the Hamiltonian separates into

$$\left[-\tfrac14\nabla_R^2+\tfrac14R^2\right]+\left[-\nabla_r^2+\tfrac1{16}r^2+\tfrac1r\right].$$

The centre-of-mass ground state $e^{-R^2/2}$ has energy $3/4$. For the relative motion write $u=f(r)e^{-r^2/8}$. Differentiation and collection of terms give

$$-f''+\left(\frac r2-\frac2r\right)f'+\left(\frac34+\frac1r\right)f=\epsilon f .$$

For $f=1+r/2$ the left side is

$$\frac r4-\frac1r+\frac34+\frac{3r}8+\frac1r+\frac12=\frac54\left(1+\frac r2\right),$$

so $\epsilon=5/4$. The total energy is $2$, and without repulsion it is $3\omega=3/2$. The interaction energy (2) is thus $0.5$ hartree.

Since $r_1^2+r_2^2=2R^2+r^2/2$, the state is $\Psi\propto(1+r_{12}/2)\Phi_0$ with $\Phi_0=(2\pi)^{-3/2}e^{-(r_1^2+r_2^2)/4}$. In $\Phi_0^2$ the distance $r_{12}$ has the weight $r^2e^{-r^2/4}$ and the mean $8/(2\sqrt\pi)=4/\sqrt\pi$. The condition $\langle\Phi_0|\Psi\rangle=1$ then fixes

$$\rho_0=\frac{e^{-r^2/2}}{(2\pi)^{3/2}},\qquad g=\frac{\rho_0}{1+2/\sqrt\pi}.\tag{8}$$

The integrals are $I_g=1.7406$ and $I_E=0.29738$, so (7) predicts

$$N\Delta E=\frac{4}{9\pi^2}(1.7406)(0.29738)\approx0.0233\ \text{hartree}.$$

Diagonalizing $\Psi$ in each angular-momentum channel gives $N=1446$ and $\Delta E=16.27$ microhartree at $T=10^{-10}$, with product $0.0235$ hartree. The laws (5) and (6) give $1431$ and $16.29$ microhartree. For $T$ from $10^{-11}$ to $10^{-8}$ the fitted exponents are $-0.372$ for $N$ and $0.375$ for $\Delta E$. Exponents and prefactors were both tested against the spectrum.

Now apply (1) to the errors $16.266$ and $6.854$ microhartree at $T=10^{-10}$ and $10^{-11}$. Their difference is $9.412$. The power $3/8$ removes $0.729\times9.412=6.86$, essentially the whole remaining error. The power $1/2$ removes $0.462\times9.412=4.35$ and leaves about $2.50$ microhartree. For the pure $3/8$ law the fraction left is

$$1-\frac{10^{3/8}-1}{10^{1/2}-1}=0.366,$$

and the average over the spectrum is $0.365$. For the complete-basis limit, the square-root formula recovers just under two thirds of what is missing.

## The first correction: subtract the basis error

Let a finite basis miss the energy $\Delta E_B$, and suppose it contains all natural orbitals above $T$. With the amplitudes held fixed, the truncated energy is then the same as in a complete basis, but the zero of the error has moved up by $\Delta E_B$:

$$\delta_B(T)=\Delta E(T)-\Delta E_B .\tag{9}$$

With $\Delta E\propto T^{3/8}$, the local exponent is

$$\frac{d\ln\delta_B}{d\ln T}=\frac{T\,d\Delta E/dT}{\Delta E-\Delta E_B}
=\frac{3/8}{1-\Delta E_B/\Delta E(T)} .\tag{10}$$

It equals $1/2$ when $\Delta E_B=\Delta E/4$, that is, when the error within the basis is three times the basis error. The square root is then a tangent to a curve with changing slope. At a looser threshold the exponent lies nearer $3/8$; at a tighter one it is larger, until the basis no longer holds all the orbitals required and (9) fails.

### A basis capped in angular momentum

For a spherical system $\Delta E_B$ can be derived. Let the basis be radially complete but contain only $l\le L$. Semiclassically a channel has $|\mathbf r\times\mathbf k|=l+\tfrac12$, and the boundary between the channels $L$ and $L+1$ lies at $\Lambda=L+1$. The basis covers $|\mathbf r\times\mathbf k|<\Lambda$.

At given $r$ and $k$, put $v=\Lambda/(kr)$. If $v\ge1$, all directions of $\mathbf k$ are covered. If $v<1$, the angle $\theta$ between $\mathbf r$ and $\mathbf k$ must satisfy $\sin\theta<v$. The two polar caps make up the fraction $1-\sqrt{1-v^2}$ of the sphere. The inner integral $1/(3\kappa^3)$ of the energy law therefore loses

$$M=\int_{\max(\kappa,\Lambda/r)}^\infty\frac{\sqrt{1-v^2}}{k^4}\,dk
=\left(\frac r\Lambda\right)^3\int_0^m v^2\sqrt{1-v^2}\,dv,$$

where $m=\min[1,\Lambda/(\kappa r)]$, because $k=\Lambda/(rv)$ turns $k^{-4}dk$ into $-(r/\Lambda)^3v^2dv$. With $v=\sin\theta$ the integrand becomes $\sin^2\theta\cos^2\theta=\tfrac18(1-\cos4\theta)$, and

$$M=\frac18\left(\frac r\Lambda\right)^3\left[\arcsin m-m\sqrt{1-m^2}\,(1-2m^2)\right].$$

The error relative to the capped basis is

$$\delta_L(T)=8\int\rho_0g\left[\frac1{3\kappa^3}-M\right]d^3r .\tag{11}$$

**Loose thresholds.** If $\kappa r\le\Lambda$ everywhere, then $m=1$ and $M=(\pi/16)(r/\Lambda)^3$. Equation (11) takes the form (9), with

$$\Delta E_L=\frac{\pi}{2(L+1)^3}\int\rho_0g\,r^3\,d^3r .\tag{12}$$

The first correction is thus a constant, equal to the leading partial-wave error of the projective energy (2) with the exact amplitudes held fixed. It is not the error of a variational calculation in the same basis. There the amplitudes adjust, and the leading error contains $g^2/\langle\Psi|\Psi\rangle$ in place of $\rho_0g$; in the trap treated here that makes it about $0.45$ times as large.

**Tight thresholds.** If $\kappa r\gg\Lambda$ over the region that matters, $m$ is small. Expansion to fifth order gives

$$\arcsin m=m+\frac{m^3}6+\frac{3m^5}{40},$$

$$m\sqrt{1-m^2}\,(1-2m^2)=m-\frac{5m^3}2+\frac{7m^5}8 .$$

Their difference is $8m^3/3-4m^5/5$. After division by 8 and insertion of $m=\Lambda/(\kappa r)$, the cubic term cancels $1/(3\kappa^3)$ and leaves

$$\delta_L\to\frac{4\Lambda^2}{5}\int\frac{\rho_0g}{r^2\kappa^5}\,d^3r\propto T^{5/8}.\tag{13}$$

The power changes because only radial refinement remains. In the trap with $L=2$ and $T$ from $10^{-13}$ to $10^{-10}$, the fitted exponent is $0.623$, close to $5/8=0.625$.

### Where the square root appears in the trap

From (8), $\rho_0g=e^{-r^2}/[(2\pi)^3(1+2/\sqrt\pi)]$, and

$$\int e^{-r^2}r^3d^3r=4\pi\int_0^\infty r^5e^{-r^2}dr=4\pi .$$

Equation (12) becomes

$$\Delta E_L=\frac{1}{4\pi(1+2/\sqrt\pi)(L+1)^3}\approx\frac{0.0374}{(L+1)^3}\ \text{hartree}.$$

For $L=12$ this is $17.0$ microhartree. The exponent should be $1/2$ where $\Delta E(T)=4\times17.0=68.1$ microhartree. The law (6) gives $91.62$ microhartree at $T=10^{-8}$, so

$$T_{1/2}=10^{-8}\left(\frac{68.1}{91.62}\right)^{8/3}\approx4.5\times10^{-9}.$$

A numerical search on the full formula (11) gives $4.53\times10^{-9}$.

The condition for (12) must also hold there. From (4) and (8), $\kappa=\kappa_0e^{-r^2/8}$, so $\kappa r$ is largest at $r=2$, with the value $2\kappa_0e^{-1/2}$. At $T_{1/2}$ one finds $\kappa_0\approx9.4$ and a maximum of about $11.4$, below $\Lambda=13$. The square-root point therefore lies inside the regime of the constant correction.

In (11) the cap enters through $\kappa r/\Lambda$, apart from an overall factor $\Lambda^{-3}$. As $\kappa\propto T^{-1/8}$, the exponent depends on $T\Lambda^8$, and $T_{1/2}\propto(L+1)^{-8}$. Formula (11) puts $T_{1/2}$ at $5.6\times10^{-5}$ for $L=3$ and $9.5\times10^{-6}$ for $L=4$. These two are extrapolations of the semiclassical formula to few orbitals, where the spectrum was not used to check it.

In the fixed window from $10^{-11}$ to $10^{-8}$, the spectrum gives exponents $0.616$, $0.594$ and $0.426$ for $L=6$, $12$ and $24$; formula (11) gives $0.619$, $0.593$ and $0.425$. The cap alone changes the apparent law, although the pair function is the same.

## LiH in ordinary Gaussian bases

The second case is the valence pair of LiH at a chosen distance of 3 bohr, in second-order perturbation theory on a Hartree–Fock reference. Core and core-valence pairs and higher orders are left out. The natural orbitals are those of the virtual-space amplitudes.

At leading order $\rho_0=g=\phi^2$, with $\phi$ the valence orbital. At high momentum the amplitude is the exchange integral, $4\pi\phi^2/k^2$, divided by the excitation energy of two electrons, $2\times k^2/2$, with a minus sign. This reproduces (3). The valence orbital has a node near Li and cusps at the nuclei, so the assumption of positive, smooth functions is not met everywhere, and (6) serves here as an estimate. The integral in (6) becomes $\int|\phi|^{5/2}d^3r=0.318$.

Solving the amplitude equations again in the truncated space changes nothing for this pair. With $F$ the virtual Fock matrix, $\varepsilon$ the energy of $\phi$ and $K$ the exchange matrix, the equations are

$$Ft+tF-2\varepsilon t=-K .$$

In the natural-orbital basis $t$ is diagonal, so the kept block of $Ft$ contains only the kept blocks of $F$ and $t$. The kept amplitudes already solve the truncated equations. The fitted exponents with projected and re-solved amplitudes accordingly agree.

The pair energies are $-27.226$ millihartree in cc-pVTZ and $-28.949$ in cc-pVQZ. Assuming an error proportional to $X^{-3}$ with $X=3,4$, the basis limit is

$$\frac{64(-28.949)-27(-27.226)}{37}\approx-30.21\ \text{millihartree}.$$

This is an estimate for orientation. It puts the basis errors at about $2.98$ and $1.26$ millihartree. It is not converged to the digits shown: the same formula applied to cc-pVQZ and cc-pV5Z (pair energy $-29.62$ millihartree) gives about $-30.33$, which raises the two basis errors to $3.10$ and $1.38$. Every distance to the basis limit quoted below carries this uncertainty of about $0.12$ millihartree. The truncation errors, each relative to the full energy of its own basis, are in millihartree:

| $T$ | cc-pVTZ | cc-pVQZ | law (6) |
|---|---:|---:|---:|
| $10^{-4}$ | 1.341 | 1.788 | 3.10 |
| $10^{-5}$ | 0.044 | 0.595 | 1.31 |
| $10^{-6}$ | 0.004 | 0.014 | 0.55 |

Here the amplitudes are solved separately in each basis, so (9) is only approximate even when the basis holds all the orbitals required. At $T=10^{-4}$ in cc-pVQZ, the corrected law (9) gives $3.10-1.26=1.84$, against $1.79$ computed; with the limit from cc-pVQZ and cc-pV5Z it gives $1.72$, so the agreement is to about $0.1$ millihartree. At $10^{-5}$ it gives $1.31-1.26=0.05$, against $0.60$. At $10^{-6}$ it would be negative, which is impossible for this error. In cc-pVTZ it fails already at $10^{-4}$, with $0.12$ against $1.34$. The premise of (9), a truncated energy independent of the basis, is not met there. At $10^{-5}$ the truncated pair energy is $-28.35$ millihartree in cc-pVQZ and $-28.79$ in cc-pV5Z, although both keep 29 orbitals; at $10^{-4}$ it is $-25.89$, $-27.16$ and $-27.32$ in cc-pVTZ, cc-pVQZ and cc-pV5Z. This indicates that the smaller basis represents the orbitals above the threshold poorly; it was not examined orbital by orbital. The comparison tests (6) and (9) together, and (6) is itself only an estimate here. When (9) is said below to have failed for LiH, the failure of this combination is meant.

The small cc-pVTZ errors do not mean better energies. At $T=10^{-5}$ the distance to the estimated basis limit is $2.98+0.04=3.02$ millihartree in cc-pVTZ and $1.257+0.595\approx1.85$ in cc-pVQZ.

The square-root law does not describe the whole window from $10^{-6}$ to $10^{-4}$: the fitted exponents are $1.38$ in cc-pVTZ and $1.09$ in cc-pVQZ. Between $10^{-4}$ and $10^{-5}$ the cc-pVQZ errors do give $\log_{10}(1.788/0.595)=0.48$, close to one half. In the next decade the slope is about $1.6$. Since (9) has failed at $10^{-5}$, the value $0.48$ is no confirmation of (10).

## What this means for extrapolation

Use (1) on the cc-pVQZ errors at $10^{-4}$ and $10^{-5}$, whose difference is $1.193$ millihartree. The square root removes $0.462\times1.193=0.55$ of the remaining $0.595$ and so comes close to the cc-pVQZ limit. This holds for these two thresholds and does not show that the square root is reliable in general. The power $3/8$ removes $0.87$ and overshoots that limit by $0.28$. It still falls far short of the $1.85$ needed to reach the estimated basis limit, so here it does not replace a basis-set extrapolation. Where (9) and the asymptotic law (6) both hold at the two thresholds, the constant $\Delta E_B$ cancels in the difference and the power $3/8$ would reach the complete-basis limit; in this example (9) has failed at $10^{-5}$.

With thresholds $10^{-5}$ and $10^{-6}$ the difference is $0.581$. The square root now removes $0.27$, though only $0.014$ remains. As an estimate of the cc-pVQZ limit, the extrapolated energy is worse than the unextrapolated one, with an overshoot of about $0.26$ millihartree. The overshoot happens to bring it nearer the estimated basis limit, but about $1.00$ millihartree is still missing there.

For the thresholds $10^{-5}$ and $10^{-6}$ in this example, a third, tighter threshold ($10^{-7}$) exposes the problem; the looser $10^{-4}$ does not. The following comparison is meant for a single singlet pair; a total energy may also contain triplet pairs, to which (6) does not apply. For thresholds in steps of ten, a pure power law makes successive energy differences shrink by $10^p$: $2.4$ for $p=3/8$ and $3.2$ for $p=1/2$. If the differences shrink much faster, neither power describes the data. For LiH in cc-pVQZ this happens when nearly all the pair energy available in the finite basis has been recovered, and the remaining error relative to the estimated basis limit then belongs mainly to the basis. If they shrink by a steady factor near $2.4$, the data are consistent with the complete-basis law. A single ratio is not enough to show this. The cc-pVQZ differences $1.193$ and $0.581$ shrink by only $2.05$, although (9) has already failed. The much faster fall appears only in the next step, where the difference cannot exceed the remaining $0.014$, a shrinkage by a factor above $40$. The numerical output gives the remaining values for both systems.

## Computed values

```
TRAP MODEL, omega = 0.5 hartree
exact interaction energy: 0.500000 hartree
integral g^(3/4): 1.74056 a.u.
integral rho0 g^(1/4): 0.297376 a.u.
fit window for T: 1e-11 to 1e-08
exponent of N against T: -0.3723
exponent of dE against T: 0.3752
exponent of dE against N: -1.0078
mean N(spectrum)/N(law): 1.0147
mean dE(spectrum)/dE(law): 0.9986
T=1e-08: N=259 (law 254.4), dE=92.841 (law 91.618) microhartree
T=1e-09: N=605 (law 603.3), dE=39.130 (law 38.635) microhartree
T=1e-10: N=1446 (law 1430.6), dE=16.266 (law 16.292) microhartree
T=1e-11: N=3416 (law 3392.6), dE=6.854 (law 6.870) microhartree
extrapolation power 0.375: fraction of error left -0.0006 (law 0.0000)
extrapolation power 0.500: fraction of error left 0.3654 (law 0.3658)
CAPPED BASIS: exponent of error against the capped limit
L=6: spectrum 0.6163, law 0.6190, mean error ratio 0.9977
L=12: spectrum 0.5935, law 0.5930, mean error ratio 0.9971
L=24: spectrum 0.4255, law 0.4254, mean error ratio 0.9987
L=2, T from 1e-13 to 1e-10: exponent 0.6232
L=3: law has local exponent 1/2 at T=5.64e-05
L=4: law has local exponent 1/2 at T=9.46e-06
L=12: law has local exponent 1/2 at T=4.53e-09
LiH, distance 3.0 bohr, valence pair, second order
cc-pvtz: 42 virtuals, pair energy -27.2261 millihartree
cc-pvtz: exponent for T 1e-6 to 1e-4: projected 1.3847, re-solved 1.3847
cc-pvqz: 83 virtuals, pair energy -28.9485 millihartree
cc-pvqz: exponent for T 1e-6 to 1e-4: projected 1.0944, re-solved 1.0944
integral |phi|^(5/2): 0.31807 a.u.
two-point basis limit: -30.2054 millihartree
T=1e-04: projected error TZ 1.3413, QZ 1.7882, QZ to basis limit 3.0451, complete-basis law 3.0989 millihartree
T=1e-05: projected error TZ 0.0439, QZ 0.5950, QZ to basis limit 1.8519, complete-basis law 1.3068 millihartree
T=1e-06: projected error TZ 0.0038, QZ 0.0136, QZ to basis limit 1.2705, complete-basis law 0.5511 millihartree
```
